Does a unitary propagator guarantee energy conservation and accurate peaks?

**Question**

I run real-time TDDFT with an adiabatic functional. At each step I build the Kohn–Sham Hamiltonian from the current density, exponentiate it, and apply the exponential to the orbitals. The norm stays at 1 to about fourteen digits. My reasoning is that the propagator is unitary, so it conserves energy, so the spectrum can be trusted. Yet when I halve the time step, the peaks move. Is the reasoning wrong, and can it be shown on something small enough to work out by hand?

**Answer**

Both inferences fail. Unitarity fixes the norm. It does not fix the energy when the Hamiltonian depends on the state, and a conserved energy does not fix the frequencies. Two levels are enough to show this.

**The model**

Put two electrons of opposite spin in one orbital with amplitudes c₁, c₂ on two sites, with hopping J > 0, on-site interaction U and no external field. In adiabatic exact exchange each electron feels the potential U|cᵢ|² on site i. Define

z = |c₁|² − |c₂|², x = 2 Re(c₁*c₂), y = 2 Im(c₁*c₂).

The two site potentials differ by Uz. Their mean, U/2, gives only a common phase and is dropped:

H(z) = −J σx + (U/2) z σz.

The interaction energy of the pair is U(|c₁|⁴ + |c₂|⁴) = U(1 + z²)/2. Half of this belongs to each electron, so without the constant U/4 the energy per electron is

E = −Jx + Uz²/4.

This is not ⟨H⟩ = −Jx + Uz²/2, which counts the interaction twice. Below, "exact" means an exact solution of these mean-field equations, not of the interacting two-electron problem.

From iħc₁' = (U/2)z c₁ − J c₂ and iħc₂' = −J c₁ − (U/2)z c₂, differentiating |c₁|² and c₁*c₂ gives

ħ(|c₁|²)' = −Jy, ħ(c₁*c₂)' = i(Uz c₁*c₂ + Jz).

Since z = 2|c₁|² − 1 and x + iy = 2c₁*c₂,

ħx' = −Uzy, ħy' = Uzx + 2Jz, ħz' = −2Jy.

Therefore E' = −Jx' + (U/2)zz' = (JUzy − JUzy)/ħ = 0. For U > −2J the ground state is x = 1, y = z = 0. Near it we get ħ²z'' = −2J(2J + U)z, so the small-amplitude peak is at ħω₀ = √(2J(2J + U)).

**What one lagged step does to the energy**

Your scheme freezes H at the old value zₙ. The step operator is a function of H(zₙ), so it commutes with H(zₙ) and conserves that operator's expectation value:

−Jxₙ₊₁ + (U/2)zₙzₙ₊₁ = −Jxₙ + (U/2)zₙ².

With Δ denoting new minus old, −JΔx = −(U/2)zₙΔz. The true energy then changes by

ΔE = −JΔx + (U/4)(zₙ₊₁² − zₙ²)
= −(U/2)zₙΔz + (U/4)(2zₙΔz + (Δz)²)
= (U/4)(Δz)².

No small-step approximation was made. The result also holds for Crank–Nicolson with the same frozen H, because that too is a unitary function of H(zₙ). The errors cannot cancel over a cycle: for U > 0 every step that moves charge heats the system, and for U < 0 it cools it.

The same argument works for any adiabatic functional with a local Hartree-exchange-correlation potential, fixed nuclei, a fixed basis and a static external potential. (With a nonlocal exchange operator, as in hybrid functionals, ∫v_Hxc Δn below is replaced by the trace of the Hartree-exchange-correlation operator with the change of the density matrix.) The step changes the kinetic plus external energy by −∫v_Hxc[nₙ]Δn, so

ΔE = E_Hxc[nₙ₊₁] − E_Hxc[nₙ] − ∫v_Hxc[nₙ]Δn.

The Hartree part of this is the Hartree energy of Δn, which is never negative. The exchange-correlation part can have the other sign, so the one-way drift of the model need not carry over.

**How fast it drifts**

For small h, Δz ≈ hz', so dE/dt ≈ (Uh/4)z'², which is first order in h. Take a small oscillation of amplitude A. At its turning point y = 0 and x ≈ 1 − A²/2, so E + J ≈ (2J + U)A²/4. The cycle average of z'² is ω₀²A²/2. Equating the rates,

(2J + U)AA'/2 = Uhω₀²A²/8, so A'/A = Uhω₀²/[4(2J + U)] = JUh/(2ħ²) ≡ γ.

For U > 0 the amplitude grows exponentially although nothing drives the system. For −2J < U < 0, γ is negative and the oscillation is falsely damped.

For 0 < U < 2J the growth has a definite end. E rises but is bounded, so Δz → 0, and on any limiting orbit z is constant. H is then constant too, and (x, y, z) turns about the axis (−2J, 0, Uz) by the same angle each step. If that angle is below π, three successive equal values of z require the vector to lie along the axis. This means y = 0 and Uzx = −2Jz. Since x = −2J/U is out of range, z = 0 and x = ±1. A run that starts above the ground state cannot return to x = 1, so it ends at x = −1, the highest energy, E = +J.

**Why the peak moves**

There are two effects. The first is present even at vanishing amplitude. Set x = 1, a = 2J/ħ and r = U/(2J). During a step y' = a(z + rzₙ) and z' = −ay, so (z + rzₙ, y) rotates by the angle ah:

zₙ₊₁ = [(1 + r)cos ah − r]zₙ − yₙ sin ah
yₙ₊₁ = (1 + r)zₙ sin ah + yₙ cos ah.

This map has determinant D = 1 + r(1 − cos ah) and trace (2 + r)cos ah − r. While (trace/2)² < D, as for small steps, its eigenvalues are √D e^{±iθ}, and the peak is at ħθ/h. With s = (ah)²,

trace/2 = 1 − (2 + r)s/4 + (2 + r)s²/48 + …
D^(−1/2) = 1 − rs/4 + (r/48 + 3r²/32)s² + …
cos θ = their product = 1 − (1 + r)s/2 + (1/24 + r/6 + 5r²/32)s² + …

Insert θ² = (1 + r)s + ks² into cos θ = 1 − θ²/2 + θ⁴/24. The s² terms give k = −r(8 + 11r)/48. Taking the square root, the peak's error relative to ω₀ is

−(ah)² r(8 + 11r)/[96(1 + r)].

This is second order in h. The second effect comes from the energy drift, because the exact frequency depends on the amplitude. Let z₀ and x₀ be the values at a turning point, where y = 0. Energy conservation gives Jx = Jx₀ + U(z² − z₀²)/4. Then

ħ²z'' = −2J(2J + Ux)z = −(Ω² − U²z₀²/2)z − (U²/2)z³, Ω² = 4J² + 2JUx₀.

The Jacobi function cn(u, m) obeys cn'' = −(1 − 2m)cn − 2m cn³. Hence z = z₀ cn(Ωt/ħ, m), and both coefficients match if m = U²z₀²/(4Ω²). For U > 0, Ω² > 0 and m < 1 hold together exactly when U(1 − x₀) < 4J. For U(1 − x₀) > 4J and x₀ > −1 the energy exceeds J, so z cannot reach zero, the charge stays trapped on one side and the formula below does not apply. For U > 0 and U(1 − x₀) < 4J, cn has period 4K(m), with K the complete elliptic integral of the first kind, so

ħω = πΩ/(2K(m)).

For 0 < U < 4J and x₀ > 0, m stays below 1, and a larger amplitude lowers Ω and raises K, so the frequency falls. The lagged scheme pumps in energy and slides the oscillator down this curve. The energy gained in a fixed time begins at first order in h, and so does this shift, as long as γ times the run length is small. In the runs below that product lies between about 0.6 and 2.3, so doubling the step multiplies the shift by 3 to 4 rather than 2.

**Numbers**

Take J = U = 1 eV, z₀ = 0.2, y = 0 and a run of 100 fs. Then x₀ = √(1 − 0.04) = 0.9798, Ω = √(4 + 2 × 0.9798) = 2.4412 eV and m = 0.00168. The exact peak is at 2.4402 eV and the period is 1.695 fs. The initial excitation energy is 0.0302 eV. Peaks are maxima of the Fourier transform of z(t) with a Hann window. When the frequency drifts during a run, the size of the full-run shift depends on the window chosen.

- Step 5 as: energy drift 0.063 eV, full-run peak shifted by −7.7 meV.
- Step 10 as: drift 0.239 eV, shift −23.1 meV.
- Step 20 as: drift 1.206 eV, shift −86.3 meV.

The norm error is at most about 1.5 × 10⁻¹⁴ in all three. Even 20 as gives 85 steps per period, which looks well resolved.

At 10 as, the step starting at 420 as takes z from 0.0021608 to −0.0052853. The formula gives 0.25 × (0.0074461)² = 1.386 × 10⁻⁵ eV, equal to the energy change found directly. Such amounts add up. With γ = 0.01154 fs⁻¹, the small-amplitude law multiplies the excitation energy by e^(2γT) = e^2.31 ≈ 10 in 100 fs, a drift of about 0.27 eV. Averaging (Uh/4)z'² over the finite-amplitude orbits instead gives 0.238 eV, close to the actual 0.239 eV.

The peak shift can be traced in the same way. In the 10 as run, the window from 80 to 100 fs peaks at 2.3800 eV, while ω(E) at the energy reached at 90 fs gives 2.3805 eV. The vanishing-amplitude shift is only −0.11 meV, so nearly all of the −23.1 meV comes from the energy drift. With a kick so weak that the amplitude stays small throughout, the peak would stay nearly in place, but the signal would still grow falsely.

Continued to 400 fs, the 20 as run reaches E = 0.999999 eV, the top of the energy range, with a norm error of 4 × 10⁻¹⁴.

**Conserving the energy is not enough either**

Freeze H instead at z̄ = (zₙ + zₙ₊₁)/2, iterating until zₙ₊₁ is self-consistent. Conservation of ⟨H(z̄)⟩ now gives −JΔx = −(U/2)z̄Δz, while zₙ₊₁² − zₙ² = 2z̄Δz, so

ΔE = −(U/2)z̄Δz + (U/4)(2z̄Δz) = 0.

For the frequency at small amplitude, let q = z + rz̄ + iy. During the step q rotates by ah, so

qₙ₊₁ − qₙ = i tan(ah/2)(qₙ₊₁ + qₙ).

The real part of qₙ₊₁ + qₙ is 2z̄ + 2rz̄ = (1 + r)(zₙ₊₁ + zₙ). Writing ζ = √(1 + r) z and t = √(1 + r) tan(ah/2), the real and imaginary parts become

ζₙ₊₁ − ζₙ = −t(yₙ₊₁ + yₙ), yₙ₊₁ − yₙ = t(ζₙ₊₁ + ζₙ).

This is again a rotation, by an angle θ with tan(θ/2) = t. Hence

ω_h = (2/h) arctan[√(1 + r) tan(ah/2)].

Using tan u ≈ u + u³/3 and arctan u ≈ u − u³/3, the error relative to ω₀ is (ah)²/12 − (1 + r)(ah)²/12 = −r(ah)²/12.

At a step of 10 as this scheme puts the peak within 0.1 meV of the exact one. At 200 as, about 8.5 steps per period, the energy is still constant to 2 × 10⁻¹⁵ eV, yet the peak lies at 2.4052 eV, which is 35 meV too low. The small-amplitude formula gives −36 meV. The lagged scheme's vanishing-amplitude shift at the same step is −39 meV, so conserving the energy has hardly improved this part of the error.

**What to check in your runs**

Monitor the total energy functional after the external field is off, not the sum of orbital expectation values of H. With fixed nuclei, a fixed basis and a potential that is the derivative of that functional, a drift there is a propagation error, whatever the norm says. If it is present, use a potential centred in the step and made self-consistent. The exact conservation shown above needs the potential built from the average of the old and new densities and an energy that is quadratic in the density matrix, as in this model, Hartree or Hartree–Fock. With LDA or GGA the averaged-density step leaves an energy error of third order in Δn, and a potential taken at the mid-time density does not conserve the energy exactly even in this model. Then halve the time step and compare the peak positions themselves, because a flat energy curve cannot tell you whether they have converged. The numerical check checks the energy identity, the frequency formulas and the drift numerically.

Values computed for the example and the checks

```
hopping J = 1.000 eV, interaction U = 1.000 eV
initial imbalance z0 = 0.200, run length = 100 fs
hbar = 0.658212 eV fs
initial energy = -0.969796 eV, ground state = -1.000000 eV
initial excitation energy = 0.030204 eV
turning-point x0 = 0.979796, Omega = 2.441228 eV
elliptic parameter m = 0.001678
small-amplitude exact peak = 2.44949 eV
exact peak at z0 = 2.44020 eV
exact period at z0 = 1.6948 fs
drift ratio, 2 as over 1 as steps, 10 fs = 2.0230
LAGGED, step 5 as: norm error = 1.0e-14
  energy drift = 0.06275 eV
  cycle-averaged prediction = 0.06266 eV
  amplitude growth rate, linear = 0.005770 1/fs
  largest |z| in last 2 fs = 0.3471
  full-run peak = 2.4325 eV, shift = -7.7 meV
  peak 80-100 fs = 2.4237 eV, omega(E at 90 fs) = 2.4237 eV
  linear-regime peak shift = -0.0265 meV
LAGGED, step 10 as: norm error = 1.5e-14
  energy drift = 0.23888 eV
  cycle-averaged prediction = 0.23824 eV
  amplitude growth rate, linear = 0.011539 1/fs
  largest |z| in last 2 fs = 0.5752
  full-run peak = 2.4171 eV, shift = -23.1 meV
  peak 80-100 fs = 2.3800 eV, omega(E at 90 fs) = 2.3805 eV
  linear-regime peak shift = -0.1060 meV
  one step from 420 as: z = 0.0021608 to -0.0052853
  energy change = 1.386120e-05 eV, (U/4)dz^2 = 1.386120e-05 eV
LAGGED, step 20 as: norm error = 8.9e-15
  energy drift = 1.20618 eV
  cycle-averaged prediction = 1.20407 eV
  amplitude growth rate, linear = 0.023064 1/fs
  largest |z| in last 2 fs = 0.9993
  full-run peak = 2.3539 eV, shift = -86.3 meV
  peak 80-100 fs = 2.0846 eV, omega(E at 90 fs) = 2.0847 eV
  linear-regime peak shift = -0.4237 meV
LAGGED, 20 as, 400 fs: final energy = 0.999999 eV
  norm error = 3.8e-14
LAGGED, 10 as, U = -0.5 eV, 100 fs: energy drift = -0.01039 eV
AVERAGE, step 10 as: norm error = 7.8e-15
  largest energy error = 7.1e-15 eV
  full-run peak = 2.44011 eV, shift = -0.09 meV
  linear-regime shift = -0.094 meV
AVERAGE, step 200 as: norm error = 1.3e-15
  largest energy error = 1.9e-15 eV
  full-run peak = 2.40517 eV, shift = -35.03 meV
  linear-regime shift = -36.034 meV
LAGGED, 200 as: linear-regime shift = -39.393 meV
```
